# Antisymmetric Diffusion Profiles Show a Symmetric, Not a Constant, Diffusivity: a program that tests the result

```python
"""
Result under test: a step couple c_t = (D(c) c_x)_x, c = 1 (x<0) and 0 (x>0),
has an antisymmetric profile, c(x)+c(-x) = 1, exactly when D(c) = D(1-c).
Antisymmetry therefore does not prove that D is constant.

Symbols: c scaled composition (atomic fraction for pure ends), x distance from
the initial contact plane, t time, eta = x/sqrt(D0 t), D0 end diffusivity,
z = inverse erfc of 2c, b >= 0 strength of the composition dependence.
Closed example: eta = 2 [z + b erf(z)], with erf(z) = 1 - 2c.
The numerical solver uses units D0 = 1 and anneal time = 1, on a lopsided
grid, so that antisymmetry is not inherited from the mesh.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc, erfcinv, erfcx

ROOT_PI = np.sqrt(np.pi)

# ---------- finite-volume solver on a lopsided grid ----------
N_CELLS = 1200
xi = np.linspace(-1.0, 1.0, N_CELLS + 1)
faces = 24.0 * (xi + 0.3 * xi**2)
centres = 0.5 * (faces[1:] + faces[:-1])
widths = np.diff(faces)
gaps = np.diff(centres)
step = np.where(centres < 0, 1.0, 0.0)


def evolve(diffusivity, times=(1.0,), start=step):
    """Composition in every cell at the requested times."""
    def rate(_, c):
        flux = -diffusivity(0.5 * (c[1:] + c[:-1])) * np.diff(c) / gaps
        out = np.zeros_like(c)
        out[:-1] -= flux / widths[:-1]
        out[1:] += flux / widths[1:]
        return out
    sol = solve_ivp(rate, (0.0, max(times)), start, method="LSODA",
                    t_eval=times, rtol=1e-7, atol=1e-9, lband=1, uband=1)
    assert sol.success
    return sol.y.T


def defect(c):
    """Largest |c(x)+c(-x)-1|."""
    s = CubicSpline(centres, c)
    y = np.linspace(0.0, 12.0, 1201)
    return np.max(np.abs(s(y) + s(-y) - 1.0))


def invert_profile(c, level):
    """Diffusivity at one composition from a profile at time 1."""
    s = CubicSpline(centres, c)
    x0 = brentq(lambda y: s(y) - level, -12.0, 12.0)
    area = x0 * level + s.integrate(x0, centres[-1])
    return area / (-2.0 * s(x0, 1))


# ---------- closed example ----------
def d_closed(c, b):
    q = np.clip(np.minimum(c, 1.0 - c), 1e-300, 0.5)
    z = erfcinv(2.0 * q)
    first = 1.0 + 2.0 * b / ROOT_PI * np.exp(-z**2)
    second = 1.0 + 0.5 * b * ROOT_PI * erfcx(z) * (1.0 + erf(z))
    return first * second


z_table = np.linspace(-20.0, 20.0, 400001)


def c_closed(eta, b):
    z = np.interp(eta, 2.0 * (z_table + b * erf(z_table)), z_table)
    return 0.5 * erfc(z)


profile_error = 0.0
for b_test in (0.0, 0.4, 1.0):
    times = (0.25, 1.0)
    runs = evolve(lambda c: d_closed(c, b_test), times)
    for time, c_run in zip(times, runs):
        err = np.max(np.abs(c_run - c_closed(centres / np.sqrt(time), b_test)))
        profile_error = max(profile_error, err)
assert profile_error < 1e-3          # mesh error of order (cell/width)^2
b = 1.0
main_run = runs[-1]
main_defect = defect(main_run)
assert main_defect < 1e-3
recovered = {}
for level in (0.1, 0.3, 0.5, 0.7, 0.9):
    recovered[level] = invert_profile(main_run, level)
    assert abs(recovered[level] / d_closed(level, b) - 1.0) < 0.01
comp = np.linspace(1e-6, 1 - 1e-6, 2001)
assert np.all(d_closed(comp, b) > 1.0)

# ---------- other even diffusivities, and ones that are not even ----------
even_cases = {
    "regular solution, clustering": lambda c: 1 - 3 * c * (1 - c),
    "regular solution, ordering": lambda c: 1 + 6 * c * (1 - c),
    "oscillating": lambda c: 1 + 0.7 * np.cos(3 * np.pi * (2 * c - 1)),
}
even_defects = {k: defect(evolve(f)[0]) for k, f in even_cases.items()}
assert max(even_defects.values()) < 1e-3
tilted_run = evolve(lambda c: 1 + 0.5 * (2 * c - 1))[0]
tilted_defect = defect(tilted_run)
assert tilted_defect > 0.02
d_low, d_high = (invert_profile(tilted_run, v) for v in (0.25, 0.75))
assert abs(d_low - 0.75) < 0.01 and abs(d_high - 1.25) < 0.0125
# same alloy, second couple between compositions 1/2 and 0
second_defect = defect(evolve(lambda c: d_closed(0.5 * c, b))[0])
assert second_defect > 0.02

# ---------- converse: an arbitrary antisymmetric profile gives an even D ----


def eta_arbitrary(c):
    return np.log((1 - c) / c) + 0.5 * (1 - 2 * c)**3


def d_from_arbitrary(c, h=1e-5):
    slope = (eta_arbitrary(c + h) - eta_arbitrary(c - h)) / (2 * h)
    return -0.5 * slope * quad(eta_arbitrary, 0.0, c)[0]


for level in (0.1, 0.2, 0.35):
    ratio = d_from_arbitrary(level) / d_from_arbitrary(1 - level)
    assert abs(ratio - 1.0) < 1e-5
assert abs(d_from_arbitrary(0.1) / d_from_arbitrary(0.5) - 1) > 0.05

# ---------- uniqueness identity for two solutions of equal mass ----------
mid = N_CELLS // 2
other = step.copy()
other[mid:mid + 25] += 0.2
other[mid - 25:mid] -= (0.2 * widths[mid:mid + 25].sum()
                        / widths[mid - 25:mid].sum())
t_list = (0.0, 0.24, 0.25, 0.26, 1.0)
clustering = even_cases["regular solution, clustering"]
first_set = evolve(clustering, t_list)
second_set = evolve(clustering, t_list, other)
energy = []
for c1, c2 in zip(first_set, second_set):
    big_w = np.cumsum((c1 - c2) * widths)[:-1]
    energy.append(0.5 * np.sum(big_w**2 * gaps))
assert np.all(np.diff(energy) < 0)


def potential(c):
    return c - 1.5 * c**2 + c**3


c1, c2 = first_set[2], second_set[2]
loss = -np.sum((c1 - c2) * (potential(c1) - potential(c2)) * widths)
assert abs((energy[3] - energy[1]) / 0.02 / loss - 1.0) < 0.02

# ---------- regular-solution thermodynamic factor, energies in kT ----------
omega = 1.5


def free_energy(c):
    return omega * c * (1 - c) + c * np.log(c) + (1 - c) * np.log(1 - c)


for level in (0.2, 0.5, 0.7):
    h = 1e-4
    curvature = (free_energy(level + h) - 2 * free_energy(level)
                 + free_energy(level - h)) / h**2
    assert abs(level * (1 - level) * curvature - clustering(level)) < 1e-5

# ---------- worked example in laboratory units ----------
D0 = 1e-10                           # cm^2/s
hours = 100.0
temperature = 1273.0                 # K
length = np.sqrt(D0 * hours * 3600.0) * 1e4      # micrometres
levels = np.array([0.4, 0.3, 0.2, 0.1, 0.05, 0.01])
z_levels = erfcinv(2 * levels)
eta_levels = 2 * (z_levels + b * (1 - 2 * levels))
probit_d = (eta_levels / (2 * z_levels))**2
centre_probit = (1 + 2 * b / ROOT_PI)**2
spline = CubicSpline(centres, main_run)
centre_from_run = 1.0 / (4 * np.pi * spline(0.0, 1)**2)
assert abs(centre_from_run / centre_probit - 1) < 0.01

x_fit = np.arange(-400.0, 401.0, 10.0)
c_fit = c_closed(x_fit / length, b)


def misfit(d):
    return c_fit - 0.5 * erfc(x_fit / length / (2 * np.sqrt(d)))


best = minimize_scalar(lambda d: np.sum(misfit(d)**2), bounds=(0.5, 8.0),
                       method="bounded").x
residual = misfit(best)
assert np.max(np.abs(residual)) > 5 * profile_error

# ---------- sizes of neglected effects ----------
volume_ratio = 1.07
phi = np.linspace(0.0, 1.0, 1001)


def atomic_fraction(p):
    return p / (p + volume_ratio * (1 - p))


volume_defect = np.max(np.abs(atomic_fraction(phi)
                              + atomic_fraction(1 - phi) - 1))
assert abs(volume_defect - (volume_ratio - 1) / (volume_ratio + 1)) < 1e-9

k_ev = constants.k / constants.e
energy_gap, cooling = 0.1, 100.0     # eV, K
exponent = energy_gap / k_ev * (1 / (temperature - cooling) - 1 / temperature)
thermal_run = evolve(lambda c: d_closed(c, b) * np.exp(-exponent * (c - 0.5)))
thermal_defect = defect(thermal_run[0])
assert thermal_defect > 1e-3

half_thickness = 2000.0              # micrometres
outer_c = c_closed(half_thickness / length, b)
blur = 1.0                           # micrometres, standard deviation
nodes, weights = np.polynomial.hermite.hermgauss(7)
x_fine = np.linspace(-500.0, 500.0, 2001)
blurred = sum(w * c_closed((x_fine + np.sqrt(2) * blur * g) / length, b)
              for g, w in zip(nodes, weights)) / ROOT_PI
blur_change = np.max(np.abs(blurred - c_closed(x_fine / length, b)))

intrinsic_gap = 0.5                  # difference of intrinsic D, units of D0


def eta_of_z(z):
    return 2 * (z + b * erf(z))


def eta_slope(z):
    return 2 * (1 + 2 * b / ROOT_PI * np.exp(-z**2))


def gradient(z):
    return np.exp(-z**2) / ROOT_PI / eta_slope(z)


z_marker = brentq(lambda z: eta_of_z(z) - 2 * intrinsic_gap * gradient(z), 0, 2)
track = solve_ivp(lambda s, z: (-0.5 * eta_of_z(z) + intrinsic_gap
                                * gradient(z)) / eta_slope(z),
                  (0.0, 40.0), [0.0], rtol=1e-9, atol=1e-11)
assert abs(track.y[0, -1] - z_marker) < 1e-6
marker_shift = eta_of_z(z_marker) * length

# ---------- output ----------
print(f"End diffusivity D0 = {D0:.1e} cm^2/s; b = {b:.1f}")
print(f"Anneal = {hours:.0f} h at {temperature:.0f} K")
print(f"sqrt(D0 t) = {length:.2f} um")
print(f"D at c=0.5: {d_closed(0.5, b):.3f} D0 = "
      f"{d_closed(0.5, b) * D0:.3e} cm^2/s")
print("c | x (um) | true D/D0 | D/D0 from erfc plot")
print(f"0.50 | {0.0:.1f} | {d_closed(0.5, b):.3f} | {centre_probit:.3f} (slope)")
for c, e, p in zip(levels, eta_levels, probit_d):
    print(f"{c:.2f} | {e * length:.1f} | {d_closed(c, b):.3f} | {p:.3f}")
print("Inversion of the computed profile, c: D/D0")
for level, value in recovered.items():
    print(f"  {level:.1f}: {value:.3f} (formula {d_closed(level, b):.3f})")
print(f"Best single-D fit, |x|<=400 um: {best:.3f} D0")
print(f"  largest misfit in c = {np.max(np.abs(residual)):.4f}")
print(f"  rms misfit in c = {np.sqrt(np.mean(residual**2)):.4f}")
print(f"Largest solver error in c (closed cases) = {profile_error:.1e}")
print("Antisymmetry defect max|c(x)+c(-x)-1|:")
print(f"  example, even D: {main_defect:.1e}")
for name, value in even_defects.items():
    print(f"  {name}: {value:.1e}")
print(f"  D/D0 = 1+0.5(2c-1), not even: {tilted_defect:.4f}")
print(f"    inverted D/D0 at c=0.25, 0.75: {d_low:.3f}, {d_high:.3f}")
print(f"  example alloy, couple 1/2|0 (scaled c): {second_defect:.4f}")
print(f"Clustering case: Omega = {omega:.1f} kT = "
      f"{omega * k_ev * temperature:.3f} eV per atom")
print("Neglected effects in the example:")
print(f"  molar-volume ratio {volume_ratio:.2f}: defect {volume_defect:.4f}")
print(f"  end activation energies differ by {energy_gap:.1f} eV,")
print(f"    anneal {cooling:.0f} K lower: end-D ratio {np.exp(exponent):.3f},"
      f" defect {thermal_defect:.4f}")
print(f"  c at outer face, {half_thickness:.0f} um: {outer_c:.1e}")
print(f"  probe blur {blur:.1f} um: change in c {blur_change:.1e}")
print(f"  intrinsic D difference {intrinsic_gap:.1f} D0: "
      f"marker shift {marker_shift:.2f} um")
print("PASS")
```

Printed output:

```
End diffusivity D0 = 1.0e-10 cm^2/s; b = 1.0
Anneal = 100 h at 1273 K
sqrt(D0 t) = 60.00 um
D at c=0.5: 4.015 D0 = 4.015e-10 cm^2/s
c | x (um) | true D/D0 | D/D0 from erfc plot
0.50 | 0.0 | 4.015 | 4.530 (slope)
0.40 | 45.5 | 3.931 | 4.479
0.30 | 92.5 | 3.678 | 4.321
0.20 | 143.4 | 3.240 | 4.033
0.10 | 204.7 | 2.582 | 3.545
0.05 | 247.6 | 2.133 | 3.146
0.01 | 315.0 | 1.640 | 2.546
Inversion of the computed profile, c: D/D0
  0.1: 2.582 (formula 2.582)
  0.3: 3.678 (formula 3.678)
  0.5: 4.015 (formula 4.015)
  0.7: 3.678 (formula 3.678)
  0.9: 2.582 (formula 2.582)
Best single-D fit, |x|<=400 um: 3.668 D0
  largest misfit in c = 0.0174
  rms misfit in c = 0.0119
Largest solver error in c (closed cases) = 1.0e-04
Antisymmetry defect max|c(x)+c(-x)-1|:
  example, even D: 1.1e-06
  regular solution, clustering: 8.6e-06
  regular solution, ordering: 1.5e-06
  oscillating: 4.2e-04
  D/D0 = 1+0.5(2c-1), not even: 0.0897
    inverted D/D0 at c=0.25, 0.75: 0.750, 1.250
  example alloy, couple 1/2|0 (scaled c): 0.0599
Clustering case: Omega = 1.5 kT = 0.165 eV per atom
Neglected effects in the example:
  molar-volume ratio 1.07: defect 0.0338
  end activation energies differ by 0.1 eV,
    anneal 100 K lower: end-D ratio 1.081, defect 0.0059
  c at outer face, 2000 um: 4.6e-109
  probe blur 1.0 um: change in c 5.5e-06
  intrinsic D difference 0.5 D0: marker shift 7.95 um
PASS
```
